# The Lang-Kobayashi phase condition and its unique solution for C below one

A single-mode semiconductor laser receives part of its own light back from a distant reflector. The feedback is weak, so one external round trip is kept. The optical field is written as \(E(t)e^{+i\omega_0t}\), where \(\omega_0\) is the angular frequency of the solitary laser and \(|E|^2\) is the photon number. The Lang-Kobayashi equations are

\[
\frac{dE}{dt}=\tfrac12(1+i\alpha)\,g(N-N_{\rm th})E+\kappa e^{-i\omega_0\tau}E(t-\tau),
\]
\[
\frac{dN}{dt}=J-\frac{N}{\tau_s}-\left[\frac1{\tau_p}+g(N-N_{\rm th})\right]|E|^2 .
\]

Here \(N\) is the carrier number, \(N_{\rm th}\) its solitary threshold value, \(g>0\) the differential gain, \(J\) the pump rate, \(\tau_s\) and \(\tau_p\) the carrier and photon lifetimes, and \(\alpha\) the real linewidth enhancement factor. The feedback rate is \(\kappa>0\) and the external delay is \(\tau>0\). The factor \(e^{-i\omega_0\tau}\) appears because the returning optical field is \(E(t-\tau)e^{i\omega_0(t-\tau)}\), from which the common factor \(e^{i\omega_0t}\) is removed. The reflection phase is set to zero. Noise and gain saturation are left out.

The bracket in the carrier equation is the total gain \(G\). At \(N=N_{\rm th}\) it equals the loss rate \(1/\tau_p\). Weak feedback is taken to include \(2\kappa<1/\tau_p\).

## (a) What can a state of constant intensity look like?

**Question.** Suppose that \(|E|\) and \(N\) are constant for all times and \(|E|>0\). Must the light have a single frequency, or could its phase still vary in a more complicated way?

**Solution.** Write \(E(t)=Ae^{i\vartheta(t)}\) with constant \(A>0\), and define the constant gain change \(\Delta G=g(N-N_{\rm th})\). Then \(dE/dt=i\dot\vartheta E\). Dividing the field equation by \(E(t)\) gives

\[
i\dot\vartheta=\tfrac12(1+i\alpha)\Delta G+\kappa e^{-i\chi(t)},
\]
\[
\chi(t)=\omega_0\tau+\vartheta(t)-\vartheta(t-\tau).
\]

The left side is imaginary, so the real part reads

\[
0=\tfrac12\Delta G+\kappa\cos\chi(t).
\]

Thus \(\cos\chi(t)\) is constant. The angles with a given cosine are isolated points, and a continuous function cannot jump between them. Since \(\chi\) is continuous, it is constant too. The imaginary part,

\[
\dot\vartheta=\tfrac12\alpha\Delta G-\kappa\sin\chi,
\]

then shows that \(\dot\vartheta\) is constant. Call it \(\omega-\omega_0\). The light has the single frequency \(\omega\), and

\[
\chi=\omega_0\tau+(\omega-\omega_0)\tau=\omega\tau .
\]

The angle \(\chi\) is therefore the phase that the light gathers in one external round trip.

## (b) The phase condition

**Question.** Eliminate the gain change and find the equation for \(\omega\). Which carrier and photon numbers belong to a solution?

**Solution.** Let \(\phi=\omega\tau\) and \(\phi_0=\omega_0\tau\). The real part found above gives

\[
\Delta G=-2\kappa\cos\phi .
\]

Feedback that returns in phase, with \(\cos\phi>0\), supplies part of the field and lowers the gain that the laser needs. Feedback in antiphase raises it. Insertion in the imaginary part gives

\[
\omega-\omega_0=-\kappa(\alpha\cos\phi+\sin\phi).
\]

The second term is the direct pull of the returning field on the phase. The first is indirect: feedback changes the carrier number, and \(\alpha\) converts this change into a frequency shift.

To join the terms, let \(\theta=\arctan\alpha\), with \(-\pi/2<\theta<\pi/2\). Then \(\cos\theta=1/\sqrt{1+\alpha^2}\) and \(\sin\theta=\alpha/\sqrt{1+\alpha^2}\), so

\[
\begin{aligned}
\sqrt{1+\alpha^2}\,\sin(\phi+\theta)
&=\sqrt{1+\alpha^2}\,(\sin\phi\cos\theta+\cos\phi\sin\theta)\\
&=\sin\phi+\alpha\cos\phi .
\end{aligned}
\]

Multiplying the frequency equation by \(\tau\) and moving all terms to the left gives the stationary phase condition

\[
\boxed{\phi-\phi_0+C\sin(\phi+\theta)=0,\qquad C=\kappa\tau\sqrt{1+\alpha^2}.}
\]

Adding the same multiple of \(2\pi\) to \(\phi\) and \(\phi_0\) leaves it unchanged. It is therefore enough to give \(\phi_0\) modulo \(2\pi\) when the frequency shift \((\phi-\phi_0)/\tau\) is sought.

Conversely, each root \(\phi\) fixes the rest of the state. The definition of \(\Delta G\) and the condition \(dN/dt=0\) give

\[
N=N_{\rm th}-\frac{2\kappa\cos\phi}{g},
\qquad
S=|E|^2=\frac{J-N/\tau_s}{1/\tau_p-2\kappa\cos\phi}.
\]

The denominator is positive because \(2\kappa<1/\tau_p\). A root is thus a lasing state if \(J>N/\tau_s\), which says that the pump exceeds the threshold as shifted by feedback. The global phase of \(E\) stays free, and states that differ in it alone are counted as one. The dark state \(E=0\) lies outside this count.

## (c) How many solutions are there when \(C<1\)?

**Question.** Show that the phase condition has exactly one real solution for every \(\phi_0\) when \(C<1\). How strongly does the frequency then respond to a change of \(\omega_0\)?

**Solution.** Define

\[
F(\phi)=\phi-\phi_0+C\sin(\phi+\theta).
\]

For existence, evaluate \(F\) at two points:

\[
F(\phi_0-C)=-C+C\sin(\phi_0-C+\theta)\le0,
\]
\[
F(\phi_0+C)=C+C\sin(\phi_0+C+\theta)\ge0.
\]

Since \(F\) is continuous, it vanishes somewhere between them, end points included. This part holds for any \(C\).

For uniqueness, use the derivative:

\[
F'(\phi)=1+C\cos(\phi+\theta)\ge1-C>0 .
\]

For two points \(a<b\), integration gives

\[
F(b)-F(a)=\int_a^bF'(\phi)\,d\phi\ge(1-C)(b-a)>0 .
\]

Two different points cannot both give \(F=0\). There is exactly one solution.

The physical content is a comparison of slopes. A trial change \(\delta\phi\) of the round-trip phase changes the feedback term by at most \(C|\delta\phi|\). For \(C<1\) this cannot cancel \(\delta\phi\) itself, so a second self-consistent frequency cannot form.

For the response, keep \(\tau\) fixed and differentiate \(F=0\) with respect to \(\phi_0\):

\[
\frac{d\phi}{d\phi_0}\left[1+C\cos(\phi+\theta)\right]-1=0
\quad\Rightarrow\quad
\frac{d\omega}{d\omega_0}=\frac1{F'(\phi)} .
\]

This lies between \(1/(1+C)\) and \(1/(1-C)\). Depending on its phase, feedback can hold the frequency more firmly or make it more sensitive. The upper bound diverges as \(C\to1\).

As a numerical test, the gain change was chosen to cancel the real part of the complex field balance. Sign changes of the imaginary part, before its reduction to a sine, were then counted for 300 random parameter sets with \(C<1\). Each had one root. The largest \(C\) among them was 0.9963.

## (d) Finding the solution, with numbers

**Question.** Show that repeated substitution converges to the root for \(C<1\). Apply it to \(\alpha=3\), \(\tau=1\) ns, \(\kappa=0.2\ {\rm ns}^{-1}\) and \(\phi_0=1.5\) rad, and find the complete state for \(g=10^{-5}\ {\rm ns}^{-1}\), \(N_{\rm th}=2\times10^8\), \(\tau_p=0.002\) ns, \(\tau_s=1\) ns and \(J=4\times10^8\ {\rm ns}^{-1}\).

**Solution.** Start from \(\phi^{(0)}=\phi_0\) and iterate

\[
\phi^{(n+1)}=\phi_0-C\sin(\phi^{(n)}+\theta).
\]

The root \(\phi\) obeys the same relation with \(\phi\) on both sides. Subtract the two relations and use \(|\sin a-\sin b|\le|a-b|\):

\[
|\phi^{(n+1)}-\phi|\le C|\phi^{(n)}-\phi|
\quad\Rightarrow\quad
|\phi^{(n)}-\phi|\le C^n|\phi_0-\phi| .
\]

The error goes to zero for \(C<1\). The first iterate is also the weak-feedback approximation, \(\phi\simeq\phi_0-C\sin(\phi_0+\theta)\). Its error is at most \(C^2\), because \(|\phi_0-\phi|\le C\).

For the given parameters,

\[
C=0.2\times1\times\sqrt{10}=0.6325,\qquad \theta=1.2490\ {\rm rad}.
\]

The first step is

\[
\phi^{(1)}=1.5-0.6325\sin(2.7490)=1.2581\ {\rm rad}.
\]

The next iterates are 1.1251, 1.0609, 1.0326 and 1.0207 rad, and the root is \(\phi=1.01254\) rad. Close to the root the error shrinks by the factor \(|C\cos(\phi+\theta)|=|F'-1|\) per step. With \(F'=0.597\) this is 0.403, which is faster than the guaranteed factor 0.632. The errors after steps 4 and 5, 0.0200 and 0.00817 rad, have the ratio 0.41.

The frequency shift follows from the phase difference:

\[
\omega-\omega_0=\frac{1.01254-1.5}{1\ {\rm ns}}=-0.4875\ {\rm rad/ns},
\]

or \(-77.6\) MHz after division by \(2\pi\). The gain change is

\[
\Delta G=-2(0.2)\cos(1.01254)=-0.2119\ {\rm ns}^{-1}.
\]

The indirect part of the shift is \(\alpha\Delta G/2=-0.318\) rad/ns, and the direct part is the remaining \(-0.170\) rad/ns. In this example the carriers therefore carry about two thirds of the shift. The response factor is \(1/0.597\simeq1.7\): a small drift of the solitary frequency appears enlarged by this factor.

The carrier number changes by \(-0.2119/10^{-5}\simeq-2.12\times10^4\), about one part in \(10^4\) of \(N_{\rm th}\). The photon number is

\[
S=\frac{4\times10^8-(2\times10^8-2.12\times10^4)}{500-0.2119}
\simeq4.002\times10^5 ,
\]

compared with \(4.000\times10^5\) without feedback. It is positive, so the root is a lasing state.

The delay corresponds to a reflector at 15.0 cm in vacuum. At fixed \(\kappa\) and \(\alpha\), \(C\) is proportional to \(\tau\). It would reach one at \(\tau=1/0.6325=1.58\) ns, or a distance of about 23.7 cm.

## (e) Is the bound \(C<1\) sharp?

**Question.** Decide what happens at \(C=1\) and above it. Does \(C>1\) imply several solutions for every \(\phi_0\)?

**Solution.** At \(C=1\) the derivative \(F'=1+\cos(\phi+\theta)\) is nonnegative and vanishes at isolated points. Its integral over any interval of positive length is still positive, so \(F\) remains strictly increasing. The solution is still unique.

For \(C>1\), shift the variables to the phase at which the feedback slope is most negative:

\[
u=\phi+\theta-\pi,\qquad y=\phi_0+\theta-\pi .
\]

Then \(\phi-\phi_0=u-y\) and \(\sin(\phi+\theta)=\sin(u+\pi)=-\sin u\). The phase condition becomes

\[
h(u)=u-C\sin u=y .
\]

Take \(y=0\). One root is \(u=0\), where \(h'(0)=1-C<0\). Just to the right of zero \(h\) is negative, while \(h\to+\infty\) for large \(u\), so there is a positive root. Since \(h\) is odd, there is a negative one as well. Every \(C>1\) thus has some \(\phi_0\) with at least three solutions. Uniqueness for all \(\phi_0\) holds exactly when \(C\le1\).

To find the range of \(\phi_0\), locate the turning points from \(h'(u)=1-C\cos u=0\). Those nearest zero are \(u=\pm u_c\), with \(u_c=\arccos(1/C)\) and \(\sin u_c=\sqrt{C^2-1}/C\). Their values are

\[
h(-u_c)=w,\qquad h(u_c)=-w,\qquad
w=\sqrt{C^2-1}-\arccos(1/C).
\]

With \(C=1/\cos x\) and \(0<x<\pi/2\), this is \(w=\tan x-x\). It vanishes at \(x=0\) and has the derivative \(\tan^2x>0\), so \(w>0\).

Now let \(w<\pi\). Since \(y\) can be shifted by \(2\pi\) together with \(u\), take \(-\pi<y\le\pi\). The function \(h\)

- rises from \(-2\pi-w\) to \(w\) on the branch that ends at \(-u_c\);
- falls from \(w\) to \(-w\) between \(-u_c\) and \(u_c\);
- rises from \(-w\) to \(2\pi+w\) on the branch that starts at \(u_c\).

If \(|y|<w\), each of these branches gives one root. If \(|y|>w\), one of the rising branches gives a root and the other two give none. Branches further out do not reach \(y\): on the right their values are at least \(2\pi-w>\pi\), and on the left at most \(-2\pi+w<-\pi\). There are thus three roots for \(|y|<w\) and one for \(|y|>w\). At \(|y|=w\) two of the three merge.

Just above \(C=1\), \(C-1\simeq x^2/2\) and \(w\simeq x^3/3\), so to leading order

\[
w\simeq\frac{2\sqrt2}{3}(C-1)^{3/2}.
\]

The window opens slowly. For \(\kappa=0.4\ {\rm ns}^{-1}\) and the other parameters as before, \(C=1.265\) and \(w=0.1155\) rad. The leading-order formula gives 0.129 rad, about 11% above this value. The window is centred at \(\phi_0=\pi-\theta=1.8925\) rad and covers the fraction \(2w/2\pi=3.7\%\) of all phases.

At \(\phi_0=1.5\) rad the distance from the centre is 0.393 rad, which exceeds \(w\). There is one solution although \(C>1\), with a shift of \(-1.261\) rad/ns. At \(\phi_0=1.9\) rad the distance is 0.007 rad, and there are three:

- \(\omega-\omega_0=-1.151\) rad/ns, with \(F'=0.476\);
- \(\omega-\omega_0=-0.036\) rad/ns, with \(F'=-0.264\);
- \(\omega-\omega_0=+1.167\) rad/ns, with \(F'=0.511\).

## (f) Which solutions can the laser settle on?

**Question.** Show that a lasing state with \(F'<0\) is unstable. Does \(F'>0\) guarantee stability?

**Solution.** Perturb the state by small real quantities \(a\), \(p\) and \(n\):

\[
E=Ae^{i(\omega-\omega_0)t}(1+a+ip),\qquad N\to N+n,
\]

all proportional to \(e^{\lambda t}\) with real \(\lambda\). Let \(q=\kappa(1-e^{-\lambda\tau})\). The linearized field equation is

\[
\lambda(a+ip)=\tfrac12(1+i\alpha)gn-qe^{-i\phi}(a+ip).
\]

The carrier equation gives

\[
(\lambda+\Gamma)n=-2GSa,\qquad \Gamma=\frac1{\tau_s}+gS .
\]

Hence \(gn/2=-ma\), where \(m=gGS/(\lambda+\Gamma)\). The real and imaginary parts of the field equation become

\[
(\lambda+q\cos\phi+m)a+q\sin\phi\,p=0,
\]
\[
(\alpha m-q\sin\phi)a+(\lambda+q\cos\phi)p=0 .
\]

A nonzero perturbation requires a vanishing determinant:

\[
\begin{aligned}
D(\lambda)={}&(\lambda+q\cos\phi)^2+q^2\sin^2\phi\\
&+m\left[\lambda+q(\cos\phi-\alpha\sin\phi)\right]=0 .
\end{aligned}
\]

For small \(\lambda\), \(q\simeq\kappa\tau\lambda\), and the first line is of order \(\lambda^2\). Since \(\cos\phi-\alpha\sin\phi=\sqrt{1+\alpha^2}\cos(\phi+\theta)\),

\[
\frac{D(\lambda)}{\lambda}\to\frac{gGS}{\Gamma}\left[1+C\cos(\phi+\theta)\right]
=\frac{gGS}{\Gamma}F'(\phi)
\quad(\lambda\to0^+).
\]

For large positive \(\lambda\), \(D/\lambda\) grows as \(\lambda\). If \(F'<0\), it therefore changes sign at some \(\lambda>0\), and the perturbation grows. The middle solution above is unstable.

The converse does not follow. With \(F'>0\) this argument yields no growing root, but \(D\) may still have complex roots with positive real part, which describe growing oscillations. The condition \(C<1\) settles the number of lasing states; their stability needs a separate check.

For the present parameters the full delay equations were integrated for 40 ns from four initial detunings, \(\pm1\) and \(\pm2\) rad/ns. With \(\kappa=0.2\ {\rm ns}^{-1}\) and \(\phi_0=1.5\) rad, all four runs reached the single state of part (d). With \(\kappa=0.4\ {\rm ns}^{-1}\) and \(\phi_0=1.9\) rad, the two negative starts reached the lower outer solution and the two positive starts the upper one. The final frequencies agreed with the roots of the phase condition within \(10^{-6}\) rad/ns, as the numerical output shows. In the second case, and without noise, the starting field decides which of two constant-intensity states the laser reaches. In a real laser spontaneous emission drives hops between them. In an estimate that keeps the phase alone, a solitary linewidth of 2 to 4 MHz gives dwell times from tens of microseconds down to below one microsecond, so the initial choice does not last. For \(C<1\) there is only one such state, but it need not be stable. With \(\tau=0.07\) ns, \(\kappa=4.07\ {\rm ns}^{-1}\) (\(C=0.9\)), \(\phi_0=3.84\) rad and the other parameters as before, \(D\) has the roots \(\lambda\simeq7\pm46i\ {\rm ns}^{-1}\), near the relaxation frequency \(\sqrt{gGS}\simeq45\) rad/ns, and the intensity pulsates.

## Values computed for the example and the checks

```
alpha = 3.0, arctan(alpha) = 1.24905 rad
delay tau = 1.0 ns
reflector distance in vacuum = 14.99 cm
photon lifetime = 0.002 ns, carrier lifetime = 1.0 ns
differential gain g = 1.0e-05 per ns
threshold carrier number = 2.000e+08
pump rate J = 4.000e+08 per ns
solitary photon number = 4.0000e+05
random cases with C < 1, one root each: 300
largest C among them = 0.9963
roots at C = 1, critical phase: 1
Case A: kappa = 0.2 per ns, phi0 = 1.5 rad, C = 0.63246, roots = 1
  phi = 1.012539 rad, shift = -0.487461 rad/ns, slope F' = 0.59703
Case B: kappa = 0.4 per ns, phi0 = 1.5 rad, C = 1.26491, roots = 1
  phi = 0.239378 rad, shift = -1.260622 rad/ns, slope F' = 1.10408
Case C: kappa = 0.4 per ns, phi0 = 1.9 rad, C = 1.26491, roots = 3
  phi = 0.748566 rad, shift = -1.151434 rad/ns, slope F' = 0.47636
  phi = 1.864395 rad, shift = -0.035605 rad/ns, slope F' = -0.26441
  phi = 3.066714 rad, shift = 1.166714 rad/ns, slope F' = 0.51135
Case A frequency shift = -77.582 MHz
Case A smallest possible slope 1-C = 0.36754
Case A gain change = -0.211884 per ns
Case A carrier number minus threshold = -21188.37
Case A photon number = 400211.97
Case A iterate 0: phi = 1.500000 rad, error = 4.87e-01 rad
Case A iterate 1: phi = 1.258059 rad, error = 2.46e-01 rad
Case A iterate 2: phi = 1.125102 rad, error = 1.13e-01 rad
Case A iterate 3: phi = 1.060887 rad, error = 4.83e-02 rad
Case A iterate 4: phi = 1.032583 rad, error = 2.00e-02 rad
Case A iterate 5: phi = 1.020713 rad, error = 8.17e-03 rad
Case A iterate 10: phi = 1.012626 rad, error = 8.76e-05 rad
Case A iterate 20: phi = 1.012539 rad, error = 9.89e-09 rad
Three-root window centre = 1.89255 rad
Three-root window half-width, cases B and C = 0.11554 rad
Run A: start -2.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start -1.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start +1.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start +2.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run C: start -2.0, final -1.151435 rad/ns, N-Nth = -58613.28, S = 400586.83
Run C: start -1.0, final -1.151435 rad/ns, N-Nth = -58613.28, S = 400586.83
Run C: start +1.0, final +1.166714 rad/ns, N-Nth = 79775.83, S = 399203.53
Run C: start +2.0, final +1.166714 rad/ns, N-Nth = 79775.83, S = 399203.53
```
